# Threshold of a silicon MOS structure: when is the surface inverted?: test program

```python
"""
Threshold of a p-type silicon MOS structure, relative to flat band:
    phi_B = (kT/q) ln(N_A/n_i)
    W_m   = sqrt(4 eps_s phi_B / (q N_A))
    V_T - V_FB = 2 phi_B + q N_A W_m / C_ox
phi_B: bulk potential; N_A: acceptor density; n_i: intrinsic density;
eps_s: silicon permittivity; W_m: nominal maximum depletion width;
C_ox: oxide capacitance per area; V_FB: flat-band gate voltage.
The formulas are tested against the full Poisson-Boltzmann equation,
including holes, electrons and acceptors, with the gate voltage imposed.
Lengths are in cm inside the program. In the differential equation the
potential is in units of kT/q and distance in units of the Debye length.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_bvp
from scipy.optimize import brentq

# Adopted inputs
temperature = 300.0
acceptors = 1.0e17
intrinsic = 1.0e10
eps_rel_si = 11.7
eps_rel_ox = 3.9
oxide_thickness = 2.0e-7

charge = const.e
thermal_voltage = const.k * temperature / charge
eps_si = eps_rel_si * const.epsilon_0 / 100.0
eps_ox = eps_rel_ox * const.epsilon_0 / 100.0
oxide_cap = eps_ox / oxide_thickness


def threshold_formulas(n_intrinsic):
    """Return bulk potential, width and threshold from the derived formulas."""
    phi = thermal_voltage * np.log(acceptors / n_intrinsic)
    width = np.sqrt(4.0 * eps_si * phi / (charge * acceptors))
    threshold = 2.0 * phi + charge * acceptors * width / oxide_cap
    return phi, width, threshold


phi_bulk, width_max, v_threshold = threshold_formulas(intrinsic)
depletion_charge = charge * acceptors * width_max
oxide_drop = depletion_charge / oxide_cap

# Bulk potential from numerical charge neutrality
u_neutral = brentq(
    lambda u: 2.0 * intrinsic * np.sinh(u) / acceptors - 1.0, 1.0, 30.0,
    xtol=1e-12)
assert abs(u_neutral * thermal_voltage - phi_bulk) < 1e-9

# Band bending as the first moment of the depletion charge
bending = quad(lambda s: s * width_max**2 * charge * acceptors / eps_si,
               0.0, 1.0)[0]
assert abs(bending - 2.0 * phi_bulk) < 1e-9

# Full Poisson-Boltzmann problem
holes_bulk = intrinsic * np.exp(u_neutral)
electrons_bulk = intrinsic * np.exp(-u_neutral)
debye = np.sqrt(eps_si * thermal_voltage / (charge * acceptors))
oxide_ratio = eps_si / (oxide_cap * debye)
domain = 25.0


def poisson(x, y):
    missing_holes = holes_bulk * (1.0 - np.exp(-y[0]))
    extra_electrons = electrons_bulk * (np.exp(y[0]) - 1.0)
    return np.vstack((y[1], (missing_holes + extra_electrons) / acceptors))


def solve_gate(gate_voltage, mesh, guess):
    """Solve for a gate voltage measured from flat band, in volts."""
    def boundary(surface, body):
        return np.array([
            surface[0] - oxide_ratio * surface[1]
            - gate_voltage / thermal_voltage,
            body[0]])
    result = solve_bvp(poisson, boundary, mesh, guess,
                       tol=1e-6, max_nodes=20000)
    assert result.success, result.message
    return result


def parabolic_guess(mesh, u_surface):
    edge = np.sqrt(2.0 * u_surface)
    rest = np.maximum(1.0 - mesh / edge, 0.0)
    return np.vstack((u_surface * rest**2, -edge * rest))


def effective_widths(result):
    """Missing-hole and electron charges divided by q N_A, in cm."""
    x = np.linspace(0.0, domain, 20001)
    u = result.sol(x)[0]
    hole_part = simpson(holes_bulk * (1.0 - np.exp(-u)) / acceptors, x=x)
    electron_part = simpson(
        electrons_bulk * (np.exp(u) - 1.0) / acceptors, x=x)
    return hole_part * debye, electron_part * debye


start_mesh = domain * np.linspace(0.0, 1.0, 600)**2
at_threshold = solve_gate(
    v_threshold, start_mesh,
    parabolic_guess(start_mesh, 2.0 * phi_bulk / thermal_voltage))
u_surface, slope_surface = at_threshold.sol(0.0)
surface_electrons = electrons_bulk * np.exp(u_surface)
full_charge = eps_si * thermal_voltage * (-slope_surface) / debye
hole_width, electron_width = effective_widths(at_threshold)
electron_share = electron_width / (hole_width + electron_width)
share_estimate = thermal_voltage / (4.0 * phi_bulk)

assert abs(surface_electrons / holes_bulk - 1.0) < 1e-3
assert abs(full_charge / depletion_charge - 1.0) < 1e-4
assert abs((hole_width + electron_width) / width_max - 1.0) < 1e-4
# The estimate neglects the variation of field inside the electron layer
assert abs(electron_share / share_estimate - 1.0) < 0.05

# Below threshold the hole tail lowers the effective bending by kT/q
v_below = phi_bulk + np.sqrt(
    2.0 * eps_si * charge * acceptors * phi_bulk) / oxide_cap
below = solve_gate(v_below, start_mesh,
                   parabolic_guess(start_mesh, phi_bulk / thermal_voltage))
u_below, slope_below = below.sol(0.0)
tail_deficit = (u_below - 0.5 * slope_below**2) * thermal_voltage
assert abs(tail_deficit / thermal_voltage - 1.0) < 1e-3

# Above threshold: small gate steps, each started from the previous solution
above = []
current = at_threshold
for step in range(1, 9):
    current = solve_gate(v_threshold + 0.025 * step, current.x, current.y)
    if step in (4, 8):
        above.append((0.025 * step, current.sol(0.0)[0],
                      effective_widths(current)[0]))
first_growth = above[0][2] - hole_width
second_growth = above[1][2] - above[0][2]
assert 0.0 < second_growth < 0.6 * first_growth

# Same final gate voltage if no electrons could collect at the interface
psi_no_electrons = brentq(
    lambda psi: psi + np.sqrt(2.0 * eps_si * charge * acceptors * psi)
    / oxide_cap - v_threshold - above[1][0], 0.1, 2.0)
width_no_electrons = np.sqrt(
    2.0 * eps_si * psi_no_electrons / (charge * acceptors))
assert above[1][2] < width_no_electrons

phi_alt, width_alt, threshold_alt = threshold_formulas(1.5e10)

print(f"Temperature: {temperature:.0f} K")
print(f"Acceptor density: {acceptors:.1e} cm^-3")
print(f"Intrinsic density: {intrinsic:.1e} cm^-3")
print(f"Relative permittivity, silicon: {eps_rel_si:.1f}")
print(f"Relative permittivity, oxide: {eps_rel_ox:.1f}")
print(f"Oxide thickness: {oxide_thickness * 1e7:.1f} nm")
print(f"Elementary charge: {charge:.5e} C")
print(f"Silicon permittivity: {eps_si:.5e} F/cm")
print(f"Oxide permittivity: {eps_ox:.5e} F/cm")
print(f"Thermal voltage: {thermal_voltage:.6f} V")
print(f"ln(N_A/n_i): {np.log(acceptors / intrinsic):.4f}")
print(f"Bulk potential: {phi_bulk:.4f} V")
print(f"Surface potential at threshold: {2 * phi_bulk:.4f} V")
print(f"Maximum depletion width: {width_max * 1e7:.2f} nm")
print(f"Depletion charge magnitude: {depletion_charge:.4e} C/cm^2")
print(f"Oxide capacitance: {oxide_cap:.4e} F/cm^2")
print(f"Oxide voltage drop: {oxide_drop:.4f} V")
print(f"Threshold minus flat band: {v_threshold:.4f} V")
print("Full Poisson-Boltzmann solution at threshold:")
print(f"  surface potential: {u_surface * thermal_voltage:.4f} V")
print(f"  surface electron density: {surface_electrons:.3e} cm^-3")
print(f"  total silicon charge magnitude: {full_charge:.4e} C/cm^2")
print(f"  effective depletion width: {hole_width * 1e7:.2f} nm")
print(f"  electron share of charge: {100 * electron_share:.2f} %")
print(f"  estimated electron share: {100 * share_estimate:.2f} %")
print("Full solution below threshold:")
print(f"  gate voltage from flat band: {v_below:.4f} V")
print(f"  surface potential: {u_below * thermal_voltage:.4f} V")
print(f"  hole-tail deficit: {tail_deficit:.5f} V")
for overdrive, u_value, width_value in above:
    print(f"Full solution {overdrive:.1f} V above threshold:")
    print(f"  surface potential: {u_value * thermal_voltage:.4f} V")
    density = electrons_bulk * np.exp(u_value)
    print(f"  surface electron density: {density:.2e} cm^-3")
    print(f"  effective depletion width: {width_value * 1e7:.2f} nm")
print(f"Width at {above[1][0]:.1f} V above, electrons absent: "
      f"{width_no_electrons * 1e7:.2f} nm")
print("With intrinsic density 1.5e10 cm^-3 instead:")
print(f"  bulk potential: {phi_alt:.4f} V")
print(f"  maximum depletion width: {width_alt * 1e7:.2f} nm")
print(f"  threshold minus flat band: {threshold_alt:.4f} V")
print("all assertions hold")
```

It prints:

```
Temperature: 300 K
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Oxide thickness: 2.0 nm
Elementary charge: 1.60218e-19 C
Silicon permittivity: 1.03594e-12 F/cm
Oxide permittivity: 3.45313e-13 F/cm
Thermal voltage: 0.025852 V
ln(N_A/n_i): 16.1181
Bulk potential: 0.4167 V
Surface potential at threshold: 0.8334 V
Maximum depletion width: 103.81 nm
Depletion charge magnitude: 1.6632e-07 C/cm^2
Oxide capacitance: 1.7266e-06 F/cm^2
Oxide voltage drop: 0.0963 V
Threshold minus flat band: 0.9297 V
Full Poisson-Boltzmann solution at threshold:
  surface potential: 0.8334 V
  surface electron density: 1.000e+17 cm^-3
  total silicon charge magnitude: 1.6632e-07 C/cm^2
  effective depletion width: 102.16 nm
  electron share of charge: 1.59 %
  estimated electron share: 1.55 %
Full solution below threshold:
  gate voltage from flat band: 0.4848 V
  surface potential: 0.4187 V
  hole-tail deficit: 0.02585 V
Full solution 0.1 V above threshold:
  surface potential: 0.9076 V
  surface electron density: 1.77e+18 cm^-3
  effective depletion width: 106.42 nm
Full solution 0.2 V above threshold:
  surface potential: 0.9468 V
  surface electron density: 8.05e+18 cm^-3
  effective depletion width: 108.04 nm
Width at 0.2 V above, electrons absent: 115.02 nm
With intrinsic density 1.5e10 cm^-3 instead:
  bulk potential: 0.4062 V
  maximum depletion width: 102.50 nm
  threshold minus flat band: 0.9075 V
all assertions hold
```
